# How Source-Drain Tunnelling Grows When a Gate Shrinks by One Nanometre

**Question.** A transistor is switched off by a potential barrier between source and drain. Electrons can still tunnel through it. Suppose the barrier is rectangular, its top lies 0.3 eV above the Fermi level of the source, and the electron mass along the channel is $0.19\,m_0$, with $m_0$ the free-electron mass. By what factor does the tunnelling leakage rise when the gate is shortened by 1 nm, how does that factor scale, and when does it describe the whole leakage current?

**Answer.** For electrons at the Fermi level the factor is about 12, slightly more than one decade. At 300 K the tunnelling current, summed over all energies, rises by a factor of about 8 between 5 and 4 nm if the source Fermi level lies 0.05 eV above the band edge; this factor, unlike the first, depends on that level. For a rectangular barrier of 10 nm at 300 K the total leakage hardly changes, because most of it then passes over the top. The length at which this happens depends strongly on the shape of the barrier.

## The model

Energies $E$ are measured from the conduction-band edge of the source. The barrier occupies $0<x<L$ and has its top at $V_0$. The source Fermi level is $\mu$, so the barrier height that matters for an electron there is $\phi=V_0-\mu$. The barrier length $L$ is taken equal to the gate length, and $V_0$ is held fixed while $L$ changes. The mass $m$ is the same everywhere.

Inside the barrier the Schrödinger equation reads

$$-\frac{\hbar^2}{2m}\psi''+V_0\psi=E\psi
\quad\Rightarrow\quad
\psi''=\kappa^2\psi,\qquad
\kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.$$

For $E<V_0$ the coefficient $\kappa^2$ is positive, so the solutions are real exponentials instead of waves. The probability density of the decaying one falls as $e^{-2\kappa x}$.

## Transmission at one energy

Let the wavenumber be $k$ in the source and $k'$ in the drain, where the band edge may lie lower. A wave of unit amplitude arrives from the source:

$$\psi=e^{ikx}+re^{-ikx}\ (x<0),\qquad \psi=t\,e^{ik'(x-L)}\ (x>L).$$

At $x=L$ the outgoing wave has $\psi=t$ and $\psi'=ik't$. The barrier solution with these values is

$$\psi(x)=t\left[\cosh\kappa(x-L)+\frac{ik'}{\kappa}\sinh\kappa(x-L)\right].$$

Write $C=\cosh\kappa L$ and $S=\sinh\kappa L$. Since $\sinh$ is odd, at the source edge

$$\psi(0)=t\left(C-\frac{ik'}{\kappa}S\right),\qquad
\psi'(0)=t\left(-\kappa S+ik'C\right).$$

On the source side $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. Adding $\psi'(0)/(ik)$ to $\psi(0)$ removes $r$. With $-1/i=i$ this gives

$$\frac{2}{t}=\left(1+\frac{k'}{k}\right)C+i\left(\frac{\kappa}{k}-\frac{k'}{\kappa}\right)S. \tag{1}$$

First take equal band edges, $k'=k$. The squared modulus of (1), divided by 4, is

$$\frac1{|t|^2}=C^2+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2S^2.$$

Now use $C^2=1+S^2$ and $1+\frac14(a-1/a)^2=\frac14(a+1/a)^2$ with $a=\kappa/k$:

$$\frac1{|t|^2}=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}S^2.$$

The velocities on the two sides are equal, so the transmission is $T=|t|^2$. Because $k^2=2mE/\hbar^2$ and $k^2+\kappa^2=2mV_0/\hbar^2$,

$$T=\left[1+\frac{V_0^2\sinh^2\kappa L}{4E(V_0-E)}\right]^{-1}. \tag{2}$$

Above the top, $\kappa=iq$ with $q$ real. Then $\sinh^2\kappa L=-\sin^2qL$, and $V_0-E$ is negative too, so the two signs cancel and $T\le1$ still holds.

When $e^{-2\kappa L}\ll1$, $\sinh^2\kappa L\approx e^{2\kappa L}/4$ and the 1 in (2) is negligible. Inverting the remaining term gives

$$T\approx\frac{16E(V_0-E)}{V_0^2}\,e^{-2\kappa L}. \tag{3}$$

The prefactor does not contain $L$. It cancels when two lengths are compared at the same energy:

$$\frac{T(L-\Delta L)}{T(L)}\approx e^{2\kappa\Delta L},\qquad
\text{decades gained}=\frac{2\kappa\,\Delta L}{\ln10}. \tag{4}$$

In this limit the starting length cancels as well. Each nanometre removed from a thick barrier gives the same factor, and the number of decades grows as $\sqrt{m\phi}$.

## The numbers for 0.3 eV

With $2m_0/\hbar^2=26.25\ \mathrm{eV^{-1}\,nm^{-2}}$,

$$\kappa=\sqrt{26.25\times0.19\times0.30}\ \mathrm{nm^{-1}}=1.223\ \mathrm{nm^{-1}}.$$

For $\Delta L=1$ nm the exponent changes by $2\kappa\Delta L=2.4463$. The rise is therefore $e^{2.4463}=11.55$, or $2.4463/2.303=1.06$ decades. One full decade takes 0.94 nm.

Take a gate that shrinks from 5 to 4 nm, with $\mu=0.05$ eV and hence $V_0=0.35$ eV. The prefactor in (3) is $16\times0.05\times0.30/0.35^2=1.959$. At 5 nm this gives

$$T\approx1.959\,e^{-12.2315}=9.55\times10^{-6}.$$

Direct numerical integration of the Schrödinger equation gives $9.551\times10^{-6}$ at 5 nm and $1.103\times10^{-4}$ at 4 nm. Their ratio is 11.55, in agreement with (4).

The reference level of the 0.3 eV matters. If it were measured from the source band edge, an electron at the Fermi level would face 0.25 eV, and the rise would be $1.06\sqrt{0.25/0.30}=0.97$ decade.

## What the drain voltage changes

A drain voltage lowers the drain band edge, so $k'>k$. For a thick barrier $C\approx S\approx e^{\kappa L}/2$, and (1) gives

$$\frac{1}{|t|^2}\approx\frac{e^{2\kappa L}}{16}\left[\left(1+\frac{k'}{k}\right)^2+\left(\frac{\kappa}{k}-\frac{k'}{\kappa}\right)^2\right].$$

The cross terms $+2k'/k$ and $-2k'/k$ cancel. The bracket becomes $(1+\kappa^2/k^2)(1+k'^2/\kappa^2)$. Transmission is a ratio of currents, so $T=(k'/k)|t|^2$ and

$$T\approx\frac{16kk'\kappa^2}{(k^2+\kappa^2)(k'^2+\kappa^2)}\,e^{-2\kappa L}.$$

Only the prefactor has changed. For a step of 0.5 eV beyond a flat barrier, the transmission at the Fermi level is multiplied by

$$\frac{k'}{k}\,\frac{k^2+\kappa^2}{k'^2+\kappa^2}
=\sqrt{\frac{0.55}{0.05}}\times\frac{0.35}{0.85}=1.37,$$

while the rise per nanometre remains 1.06 decades. Numerical integration gives the same two values.

## From one energy to a current

The source supplies electrons over a range of energies. Consider one subband with two spin states. States with positive $k$ have density $2\,dk/2\pi$ per unit length and velocity $v=(1/\hbar)\,dE/dk$. Hence $v\,dk=dE/\hbar$, and if no electrons return from the drain,

$$I=e\int\frac{2\,dk}{2\pi}\,v\,T f=\frac{2e}{h}\int_0^\infty T(E)f(E)\,dE,
\qquad f=\frac{1}{1+e^{(E-\mu)/k_BT_{\rm th}}}. \tag{5}$$

Here $T_{\rm th}$ is the temperature. The part with $E<V_0$ is the tunnelling current $I_{\rm tun}$; the rest passes over the barrier. The currents below use (2), without the drain step. With the 0.5 eV step, the tunnelling current at 300 K would rise by a factor of 9.2 between 5 and 4 nm, where (2) gives 8.4.

For energies at which the barrier is thick, $dT/dL=-2\kappa T$. Differentiating the tunnelling integral then gives

$$-\frac{d\ln I_{\rm tun}}{dL}\approx
\frac{\int 2\kappa\,Tf\,dE}{\int Tf\,dE}=\langle2\kappa\rangle. \tag{6}$$

The single value of $2\kappa$ is replaced by an average over the electrons that actually tunnel. Those above the Fermi level face a lower barrier and have a smaller $\kappa$.

**Room temperature.** Several $k_BT_{\rm th}$ above the Fermi level, $f$ falls exponentially. Apart from the prefactor, the logarithm of $Tf$ then changes with energy at the rate

$$\frac{d}{dE}\left(-2\kappa L-\frac{E}{k_BT_{\rm th}}\right)=\frac{\kappa L}{V_0-E}-\frac1{k_BT_{\rm th}}.$$

The second term is $38.7\ \mathrm{eV^{-1}}$ at 300 K. For $L=5$ nm the first is 20 $\mathrm{eV^{-1}}$ at the Fermi level and 35 $\mathrm{eV^{-1}}$ at 0.1 eV below the top. At the Fermi level itself $f$ is not yet exponential, and its logarithm falls at only half the second rate, 19 $\mathrm{eV^{-1}}$. Over this range the easier passage therefore offsets more than half of the loss of electrons, so a wide band of energies contributes. At the middle length, 4.5 nm, the mean energy of the tunnelling electrons is 0.115 eV, which is 0.065 eV above the Fermi level.

The tunnelling current rises from 74 pA at 5 nm to 622 pA at 4 nm. This is a factor of 8.4, or 0.92 decade. It depends on the source Fermi level: at the same $\phi$ it is 7.3 for $\mu=0.01$ eV, 9.4 for 0.10 eV and 10.6 for 0.20 eV. The average (6), evaluated at 4.5 nm, gives 0.93 decade.

**Low temperature.** As $T_{\rm th}\to0$, only energies between 0 and $\mu$ are occupied. The factor for the current must then lie between the factors at those two energies. At the band edge the barrier is 0.35 eV high and the rise is $1.062\sqrt{0.35/0.30}=1.15$ decades, so the current rises by between 1.06 and 1.15 decades per nanometre. At 77 K the computed tunnelling current rises by 1.08 decades, already inside this range.

## When tunnelling is not the whole leakage

If every electron above the top were transmitted, the over-barrier current would be

$$I_{\rm over}=\frac{2e}{h}\int_{V_0}^\infty f\,dE
=\frac{2e}{h}\,k_BT_{\rm th}\ln\left(1+e^{-\phi/k_BT_{\rm th}}\right), \tag{7}$$

because $-k_BT_{\rm th}\ln(1+e^{-(E-\mu)/k_BT_{\rm th}})$ has derivative $f$. This current does not depend on $L$. At 300 K it is 18.3 pA. Since $T\le1$, it is an upper bound for the rectangular barrier, whose sharp edges reflect part of the flow. The actual over-barrier currents in the model are 5.5 pA at 5 nm and 5.0 pA at 4 nm. The small decrease comes from the length dependence of this reflection, the only place where $L$ enters.

The total leakage therefore rises by

$$\frac{622.0+5.0}{74.0+5.5}=7.9,$$

or 0.90 decade. With the unreflected 18.3 pA at both lengths, the factor would be $640.3/92.3=6.9$. The estimate of roughly one decade survives either treatment.

In longer channels it does not. The tunnelling and over-barrier currents are equal at 6.3 nm in this model. With unit transmission above the top, the crossing would lie between 5 and 6.3 nm: at 5 nm tunnelling still exceeds 18.3 pA, whereas at 6.3 nm it equals an over-barrier current that is below this bound. Shortening the gate from 10 to 9 nm at 300 K multiplies the total current by 1.003. The transmission at the Fermi level still rises twelvefold there, but it belongs to a negligible part of the current.

These lengths hold for the rectangular barrier at 300 K. The rounded barrier described below is thin near its top, so electrons tunnel there more easily. Its two currents are equal near 13 nm, and going from 10 to 9 nm raises its total current by about a quarter. Cooling also favours tunnelling: at 77 K the total current through the rectangular barrier still rises by a factor of about 12 between 10 and 9 nm.

## Barrier shape, mass and height

Each change below is made separately and refers to an electron at the Fermi level, with the gate going from 5 to 4 nm.

**A rounded barrier.** Let the potential be a parabola that starts at the source band edge, reaches the same $V_0$ in the middle and returns to the band edge after a length $L$. At the Fermi level the forbidden region extends from $-a$ to $a$ about the centre, with $a=\frac L2\sqrt{\phi/V_0}$. There the barrier height above the electron is $\phi(1-x^2/a^2)$. For a slowly varying potential, $2\kappa L$ is replaced by twice the integral of the local decay constant. With $x=a\sin\theta$,

$$2\kappa\int_{-a}^{a}\sqrt{1-\frac{x^2}{a^2}}\,dx=2\kappa a\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi\kappa a=\frac{\pi}{2}\sqrt{\frac{\phi}{V_0}}\,\kappa L.$$

Here $\kappa$ keeps its value for the full height $\phi$. The estimate is 0.77 decade per nanometre, and numerical integration also gives 0.77. The forbidden region is shorter than $L$, and most of it is lower than $\phi$.

**A tilted barrier.** If the top falls linearly by 0.1 eV towards the drain, followed by a drop to a drain band edge 0.5 eV below that of the source, numerical integration gives 0.97 decade.

**Nonparabolic bands.** Far below the band edge the simple relation between energy and $k^2$ fails. A simple correction is $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, where $\varepsilon$ is measured from the band edge in the channel, here the barrier top. Setting $\varepsilon=-\phi$ and $k=i\kappa$ gives $\kappa^2=2m\phi(1-\alpha\phi)/\hbar^2$. For a rough silicon value $\alpha=0.5\ \mathrm{eV^{-1}}$, $\kappa$ is multiplied by $\sqrt{0.85}=0.92$, and the rise becomes 0.98 decade.

**Heavy valleys.** Silicon also has conduction-band valleys with a mass of roughly $0.92\,m_0$ along the channel, if the channel follows a cube axis. At the same barrier height their transmission rises by 2.3 decades per nanometre, but at 5 nm their exponential factor is only $4\times10^{-7}$ of that of the light valleys. At the Fermi level the steeper dependence therefore belongs to a negligible current. Above the barrier the heavy valleys do count: at 300 K and equal barrier height, their over-barrier current per subband is comparable to that of the light valleys.

**A barrier that also becomes lower.** A shorter gate controls the channel less well. If the barrier loses an illustrative 20 meV during the same shrink, the rise is 1.23 decades. The over-barrier current (7) grows too, by about $e^{0.020/0.02585}=2.2$ at 300 K.

## Comparison with a silicon transistor

The example represents a very short laboratory silicon n-channel device with current carried by the light valleys. Its 4 to 5 nm gate is far shorter than the gates of ordinary silicon logic transistors, which are longer than 10 nm; for those, the rectangular barrier gives little tunnelling at 300 K, but a rounded one can still pass a sizeable share of the current below its top. The 0.05 eV Fermi energy is a rough value for a heavily doped source, and 0.3 eV is a round barrier height. In real devices the barrier is not rectangular, its length need not equal that of the gate, and its height can change as the gate is shortened. For the light valleys, the cases above move the single-energy result from 1.06 decades to between 0.77 and 1.23. If the barrier shortens by more or less than the gate does, $\Delta L$ in (4) must be the change in barrier length. Scattering, tunnelling between valence and conduction bands, leakage through the gate insulator and the change of mass under strong confinement are left out, so the currents in picoamperes describe one model subband and do not predict the leakage of a device.

The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
Effective mass: 0.19 m0
Barrier above Fermi level: 0.30 eV
Fermi level above source band edge: 0.05 eV
Barrier top above source band edge: 0.35 eV
Gate lengths: 5.0 and 4.0 nm
2 m0/hbar^2: 26.2468 1/(eV nm^2)
Decay constant kappa: 1.2231 1/nm
Exponent change 2 kappa dL: 2.4463
Single-energy rise factor: 11.55
Single-energy rise: 1.062 decades
Length per decade: 0.941 nm
Thick-barrier prefactor: 1.959
Integrated transmission, long gate: 9.551e-06
Integrated transmission, short gate: 1.103e-04
Integrated transmission ratio: 11.55
Thermal energy at 300 K: 0.02585 eV
Tunnelling current, long gate, 300 K: 74.017 pA
Tunnelling current, short gate, 300 K: 622.034 pA
Over-barrier current, long gate, 300 K: 5.492 pA
Over-barrier current, short gate, 300 K: 5.043 pA
Over-barrier, unit transmission, 300 K: 18.277 pA
Tunnelling current rise, 300 K: 0.924 decades
Tunnelling rise factor, 300 K: 8.40
Weighted-average estimate, 300 K: 0.926 decades
Mean tunnelling energy at 4.5 nm: 0.115 eV
Total current rise, 300 K: 0.897 decades
Tunnelling current rise, 77 K: 1.079 decades
Equal-current length, 300 K: 6.30 nm
Total factor, 10 to 9 nm, 300 K: 1.003
Drain step: 0.50 eV
Transmission factor from drain step: 1.366
Rise with drain step: 1.062 decades
Rise with rounded barrier: 0.766 decades
Fall of tilted top: 0.10 eV
Rise with tilted top and step: 0.970 decades
Heavy valley mass: 0.92 m0
Heavy valley rise: 2.338 decades
Heavy/light exponential, long gate: 4.20e-07
Nonparabolicity: 0.50 1/eV
Nonparabolic rise: 0.979 decades
Barrier height loss: 20 meV
Rise including height loss: 1.228 decades
```
